\section*{Mask-Plane Coherence from a Uniform Circular Source in Projection Lithography, part 2}

A mask is lit from air (refractive index one) by a spatially incoherent disk source through a condenser, in Köhler illumination. The problem is the coherence of the light at two mask points and its effect on the image. The field $E(\mathbf x)$ at the mask position $\mathbf x=(x,y)$ is scalar and has one frequency, with the time factor $e^{-i\omega t}$ removed. The vacuum wavelength is $\lambda$, and $k=2\pi/\lambda$.

Each source point gives one plane wave $e^{ik\mathbf p\cdot\mathbf x}$ at the mask. Here $\mathbf p$ holds the two transverse direction cosines, $|\mathbf p|=\sin\theta$, $\theta$ is the angle to the optical axis, and $\varphi$ below is the azimuth about that axis. Different source points emit independently, with mean-square field $S(\mathbf p)$ per element $d^2p$.

The coherence $\mu$ is $\langle E(\mathbf x_1)E^*(\mathbf x_2)\rangle$ divided by the square root of the product of the two mean intensities. With $\mathbf d=\mathbf x_1-\mathbf x_2$ and $d=|\mathbf d|$,
\begin{equation}
\mu(\mathbf d)=\frac{\int d^2p\,S(\mathbf p)\,e^{ik\mathbf p\cdot\mathbf d}}{\int d^2p\,S(\mathbf p)}.
\label{eq:vcz}
\end{equation}
For constant $S$ within $|\mathbf p|\le a$ and no light outside, this gives
\begin{equation}
\mu(d)=\frac{2J_1(v)}{v},\qquad v=kad=\frac{2\pi ad}{\lambda},\qquad \mu(0)=1,
\label{eq:claim}
\end{equation}
The Bessel functions of integer order $n\ge0$ are defined by
\begin{equation}
J_n(t)=\sum_{m=0}^\infty\frac{(-1)^m}{m!\,(m+n)!}\left(\frac t2\right)^{2m+n}.
\label{eq:series}
\end{equation}
The average of $e^{ik\mathbf p\cdot\mathbf d}$ over a ring of directions with $|\mathbf p|=p$ is $J_0(kpd)$.

The computed results at the end also list a test case without a condenser. There a uniform disk source of radius $10^4\lambda$ lies at a distance $z=10^6\lambda$ from the mask. The two mask points are on one line through the axis, at distances $1050\lambda$ and $1000\lambda$ from it, on the same side. The listed modulus and phase are those of $\mu$, from a source sum with unexpanded spherical path lengths.

\section{Which aperture enters, and what the coherence does to an image}

The result taken from the first half is $\mu(d)=2J_1(v)/v$ with $v=kad$ and $k=2\pi/\lambda$. It is the signed coherence of two mask points a distance $d$ apart, and it is the average of $e^{ik\mathbf p\cdot\mathbf d}$ over the illumination directions. These fill the disk $|\mathbf p|\le a$ of direction cosines with a uniform mean-square field $S$ per element $d^2p$. The Bessel functions $J_n$ are defined by the series in Eq.~\eqref{eq:series}.

In lithography the source size is quoted through the partial coherence factor $\sigma$, the ratio of the source radius $a$ to the numerical aperture of the projection lens on the side of the mask, $\mathrm{NA}_m$. The aperture usually stated for the lens is the one at the wafer, $\mathrm{NA}_w=n_w\sin\theta_w$, where $n_w$ is the refractive index there and $\theta_w$ the largest ray angle. The two are linked by the reduction factor $M$. Apart from an inversion, which plays no part here, the lens maps the mask position $\mathbf x$ to $\mathbf x_w=\mathbf x/M$. A component $e^{ik\mathbf q\cdot\mathbf x}$ of the field behind the mask must then appear at the wafer as
\begin{equation}
e^{ik\mathbf q\cdot\mathbf x}\;\longrightarrow\;e^{ikM\mathbf q\cdot\mathbf x_w},
\label{eq:map}
\end{equation}
because its pattern is reduced by $M$ like every other pattern. Its transverse wave number has grown by the factor $M$. For the steepest transmitted component this means $\mathrm{NA}_w=M\,\mathrm{NA}_m$, the sine condition of the projection lens. Hence
\begin{equation}
a=\sigma\,\mathrm{NA}_m=\frac{\sigma\,\mathrm{NA}_w}{M},
\qquad
v=\frac{2\pi\sigma\,\mathrm{NA}_m\,d}{\lambda}
=\frac{2\pi\sigma\,\mathrm{NA}_w\,d_w}{\lambda},
\qquad d_w=\frac dM .
\label{eq:v}
\end{equation}
The familiar expression $v=2\pi\sigma\,\mathrm{NA}\times\text{separation}/\lambda$ is thus correct when aperture and separation belong to the same side of the lens. The wavelength is the vacuum value in both forms, since any immersion liquid is already counted in $\mathrm{NA}_w$.

As an example take the round model values $\lambda=200$~nm, $\mathrm{NA}_w=0.60$, $\sigma=0.60$ and $M=4$, with two mask points $d=800$~nm apart. On the wafer scale $d_w=200$~nm. The mask-side quantities are
\begin{equation}
\mathrm{NA}_m=\frac{0.60}{4}=0.150,\qquad a=0.60\times0.150=0.090,
\end{equation}
and the coherence follows as
\begin{equation}
v=\frac{2\pi\times0.090\times800}{200}=2.2619,\qquad
\mu=\frac{2\times0.54643}{2.2619}=0.483 .
\end{equation}
A direct sum over source directions gives the same value. An average over 40000 realizations of independent random source amplitudes gives 0.480 for the real part; the deviation of 0.003 is comparable with the statistical error, which here is about half of $1/\sqrt{40000}=0.005$. If the wafer-side aperture were combined with the mask separation, $v$ would be four times too large, 9.0478, and the coherence would come out as 0.053 instead of 0.483.

For close points the behaviour of $\mu$ follows from the width of the source alone. The average of $p^2$ over the disk is $(2/a^2)\int_0^ap^3dp=a^2/2$, and by symmetry half of it belongs to the component $p_x$ along $\mathbf d$. Expanding the phasor to second order, with the linear term averaging to zero, gives
\begin{equation}
\mu\simeq1-\frac{k^2d^2}{2}\,\langle p_x^2\rangle_{\rm disk}
=1-\frac{k^2d^2}{2}\,\frac{a^2}{4}=1-\frac{v^2}{8}.
\end{equation}
The same terms come from the series for $2J_1(v)/v$. At fixed $d$ the coherence tends to one as $a\to0$, the limit of a single plane wave. In the example the two-term form gives 0.360, which is 25\% below the full value of 0.483, so the points are already too far apart for it.

The coherence first vanishes at the first positive zero of $J_1$, $v=3.8317$, which corresponds to
\begin{equation}
d=\frac{3.8317}{2\pi}\,\frac{\lambda}{a}=0.6098\,\frac{\lambda}{\sigma\,\mathrm{NA}_m},
\qquad
d_w=0.6098\,\frac{\lambda}{\sigma\,\mathrm{NA}_w}.
\end{equation}
In the example this is 1355~nm on the mask, or 339~nm on the wafer scale. The phasors of the source directions then add to zero. This does not mean that more distant points are uncorrelated, since $\mu$ goes on to negative values. To find where it turns back, differentiate the series of $J_1(v)/v$. The constant term drops out, and with $m=n+1$ in the others
\begin{align}
\frac{d}{dv}\left[\frac{J_1(v)}{v}\right]
&=\sum_{m=1}^\infty\frac{(-1)^m\,2m\,v^{2m-1}}{2^{2m+1}\,m!\,(m+1)!}\nonumber\\
&=-\frac1v\sum_{n=0}^\infty\frac{(-1)^n}{n!\,(n+2)!}\left(\frac v2\right)^{2n+2}
=-\frac{J_2(v)}{v}.
\end{align}
For small positive $v$ the function $J_2$ is positive, so $\mu$ falls until $J_2$ first changes sign. That happens at $v=5.1356$, where $\mu=-0.132$. The values for the example show the course of the curve: $\mu$ is 0.848 at 400~nm, 0.483 at 800~nm, 0.107 at 1200~nm, $-0.105$ at 1600~nm and $-0.116$ at 2000~nm, all measured on the mask. The last two separations lie on either side of the minimum, which falls at $800\times5.1356/2.2619\simeq1816$~nm.

The word ``uniform'' needs care when the source subtends a large angle. The derivation assumed a constant mean-square field $S$ per element $d^2p$. Radiance is a different quantity: it is the power per solid angle and per area projected on the direction of travel. A radiance $L$ therefore sends the power $L\cos\theta\,d\Omega$ through unit area of the mask plane. In terms of the field, a plane-wave component carries an energy flux proportional to $S\,d^2p$ along its own direction, and $\cos\theta$ times this through the mask plane. From $|\mathbf p|=\sin\theta$,
\begin{equation}
d^2p=\sin\theta\cos\theta\,d\theta\,d\varphi=\cos\theta\,d\Omega .
\end{equation}
Equating the two expressions for the power gives
\begin{equation}
L\cos\theta\,d\Omega\propto S\cos\theta\,d^2p=S\cos^2\theta\,d\Omega
\quad\Longrightarrow\quad L\propto S\cos\theta .
\end{equation}
A source of uniform radiance thus has $S\propto1/\cos\theta$, which weights the outer directions more strongly.

The difference is plain for a source that fills the whole hemisphere, $a=1$. With uniform radiance the weight $S\,d^2p$ is proportional to $d\Omega$, so $\mu$ is the average of $e^{ik\mathbf p\cdot\mathbf d}$ over the solid angle of the hemisphere. Reflection in the mask plane does not change $\mathbf p$, and the average over the full sphere is therefore the same. On the sphere the polar axis may be laid along $\mathbf d$. With $c$ the cosine of the angle from that axis,
\begin{equation}
\mu=\frac12\int_{-1}^{1}e^{ikdc}\,dc=\frac{\sin kd}{kd}.
\end{equation}
The uniform $S$ would give $2J_1(kd)/(kd)$ instead, and the two were tested to be distinct functions. For the small mask-side disk of the example the distinction hardly matters. At its edge $1/\cos\theta=1/\sqrt{1-0.090^2}$ exceeds one by 0.4\%. Uniform radiance changes $\mu$ from 0.48315 to 0.48284, a relative decrease of 0.06\%. The sign of the change can be understood from the average over a ring of directions, $J_0(kpd)$. Differentiating its series gives $J_0'=-J_1$, which is negative over the whole disk because $v$ lies below the first zero of $J_1$. The outer rings, which gain weight, are therefore those that contribute least.

The coherence becomes visible when the mask is imaged. Let the mask be opaque except for two equal openings at $\mathbf X_1=-\mathbf d/2$ and $\mathbf X_2=\mathbf d/2$, small enough to be treated as points. Their relative transmission is $\tau_1=1$ and $\tau_2=\tau$, where $\tau=1$ describes openings in phase and $\tau=-1$ openings of opposite phase. The model is scalar and free of aberrations, takes the transmission of the lens as uniform over its aperture, and leaves out the thickness of the mask and the response of the resist.

A plane wave of direction $\mathbf p$ gives opening $j$ the amplitude $\tau_je^{ik\mathbf p\cdot\mathbf X_j}$. A point opening sends equal amplitude into each direction $\mathbf q$, with the phase factor $e^{-ik\mathbf q\cdot\mathbf X_j}$ that belongs to its position. The lens accepts $|\mathbf q|\le\mathrm{NA}_m$ and acts as in Eq.~\eqref{eq:map}. Normalized to the peak of one opening, the amplitude at the wafer is
\begin{align}
F_{\mathbf p}(\mathbf x_w)
&=\frac{1}{\pi\,\mathrm{NA}_m^2}\int_{|\mathbf q|\le\mathrm{NA}_m}d^2q
\sum_{j=1}^2\tau_j\,e^{-ik(\mathbf q-\mathbf p)\cdot\mathbf X_j}\,e^{ikM\mathbf q\cdot\mathbf x_w}\nonumber\\
&=\sum_{j=1}^2\tau_j\,e^{ik\mathbf p\cdot\mathbf X_j}\,h_j,
\qquad h_j=h\left(|\mathbf x_w-\mathbf X_j/M|\right).
\end{align}
The function $h(r)$ is the average of $e^{ikM\mathbf q\cdot\mathbf r}$ over a disk of radius $\mathrm{NA}_m$. This is the integral already solved for the source, so
\begin{equation}
h(r)=\frac{2J_1(w)}{w},\qquad w=kM\,\mathrm{NA}_m\,r=k\,\mathrm{NA}_w\,r .
\end{equation}
Different source directions are independent, so their intensities are averaged over the source disk. The cross term contains $e^{ik\mathbf p\cdot(\mathbf X_1-\mathbf X_2)}$ and its complex conjugate, each of which averages to the real number $\mu(d)$. With $\tau^2=1$ the result is
\begin{equation}
I(\mathbf x_w)=h_1^2+h_2^2+2\tau\mu(d)\,h_1h_2 .
\label{eq:image}
\end{equation}
The lens enters through $h$ and the source through $\mu$. Equation~\eqref{eq:image} was tested against an explicit double sum over source and pupil directions.

At the midpoint both openings contribute the same $h$, and the images for $\tau=\pm1$ have the intensities
\begin{equation}
I_\pm=2h^2(1\pm\mu),\qquad \mu=\frac{I_+-I_-}{I_++I_-}.
\end{equation}
The second relation holds when $h$ at the midpoint is not zero. Within the scalar model it gives the coherence with its sign from two intensities. For a real field at a wafer-side aperture as large as that of the example it is only approximate: light polarized along $\mathbf d$ acquires a field component along the optical axis, which at the midpoint has opposite signs for the two openings and makes the ratio smaller in magnitude than $\mu$. With transverse and axial amplitudes $h_x$ and $h_z$ at the midpoint the ratio is $\mu\,(|h_x|^2-|h_z|^2)/(|h_x|^2+|h_z|^2)$, which even changes sign where the axial part is the larger. In the example the midpoint lies 100~nm from each image centre, where $h=0.6170$, and
\begin{equation}
\begin{aligned}
I_+&=2\times0.6170^2\times(1+0.483)=1.129,\\
I_-&=2\times0.6170^2\times(1-0.483)=0.394 .
\end{aligned}
\end{equation}
At the image centre of one opening the other contributes only $h=0.0133$, and the intensity is 1.013 for openings in phase and 0.987 for openings of opposite phase. In phase, the midpoint is brighter than the two image centres. With $\mu=0$ the midpoint would have $2h^2=0.761$, below the value at the centres, so it is the partial coherence that fills the gap. With opposite phase the same coherence deepens the dip to 0.394. The dip does not reach zero because $\mu$ is less than one: the two contributions cancel fully for the axial direction of illumination, but not for the directions that reach the openings with a phase difference.

The ratio of difference to sum returns $(1.1291-0.3935)/(1.1291+0.3935)=0.483$, the coherence found from the source. For separations between the first and second positive zeros of $J_1(v)$ the sign of $\mu$ is negative and the roles are exchanged: within the scalar model, openings in phase then give the darker midpoint, wherever $h$ does not vanish. In the example $h$ at the midpoint passes through zero inside this range, at $w=v/(2\sigma)=3.8317$ or $d\simeq1626$~nm. Around that separation the midpoint is nearly dark in both cases, and for light with a polarization component along $\mathbf d$ the axial field can dominate and reverse the order. The numerical output lists the values used here.

\section*{Computed results}
\begin{verbatim}
wavelength: 200 nm
wafer-side NA: 0.60 (dimensionless)
sigma: 0.60 (dimensionless)
reduction factor M: 4 (dimensionless)
mask-side NA: 0.150 (dimensionless)
source radius a: 0.090 (direction cosine)
mask separation: 800 nm
wafer-scale separation: 200 nm
v: 2.2619 (dimensionless)
J1(v): 0.54643 (dimensionless)
mu, formula: 0.48315 (dimensionless)
mu, source sum: 0.48315 (dimensionless)
mu, random ensemble, real part: 0.480 (dimensionless)
ensemble size: 40000 realizations
1 - v^2/8 at this v: 0.3604 (dimensionless)
v at first zero: 3.8317 (dimensionless)
v_zero/(2 pi): 0.6098 (dimensionless)
first zero, mask separation: 1355.2 nm
first zero, wafer scale: 338.8 nm
v at negative minimum: 5.1356 (dimensionless)
mu at negative minimum: -0.1323 (dimensionless)
mu at mask separation 400 nm: 0.8484 (dimensionless)
mu at mask separation 800 nm: 0.4831 (dimensionless)
mu at mask separation 1200 nm: 0.1074 (dimensionless)
mu at mask separation 1600 nm: -0.1050 (dimensionless)
mu at mask separation 2000 nm: -0.1164 (dimensionless)
v with mismatched NA: 9.0478 (dimensionless)
mu with mismatched NA: 0.0529 (dimensionless)
mu for uniform radiance: 0.48284 (dimensionless)
no condenser, test case, modulus: 0.1812 (dimensionless)
no condenser, test case, phase: 0.3220 rad
h at midpoint: 0.6170 (dimensionless)
h at the other opening: 0.0133 (dimensionless)
Image intensities, unit = peak of one opening alone:
in phase, midpoint: 1.1291 (relative)
in phase, at an opening: 1.0130 (relative)
opposite phase, midpoint: 0.3935 (relative)
opposite phase, at an opening: 0.9873 (relative)
mu recovered from midpoint images: 0.48315 (dimensionless)
\end{verbatim}
